# Exposure and Aspect Ratio for Atomic-Layer Barriers in Deep Trenches: test program

```python
"""Exposure needed to saturate an atomic-layer barrier in a deep trench.

Result under test (collisionless gas, diffuse walls, Langmuir adsorption):
    (1 - eps) G(a) <= E - ln(1/eps)/s <= G(a)
E    impinging dose at the mouth divided by the saturation density K
eps  largest bare fraction left on any surface
s    sticking on the bare surface
a    depth/width (trench) or depth/diameter (round hole)
G    mean number of further wall hits before escape through the mouth,
     for the release point where this number is largest
Limits: G -> a^2/(hop variance) for a bounded cross-section,
        G -> a^2/ln(a) for an endless trench.
Lengths are in units of the width or diameter unless a unit is named.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import solve_toeplitz, toeplitz

# wall area per unit depth divided by mouth area, and power of r in the
# view factor between two cross-sections
SHAPES = {"trench": (2.0, 1), "hole": (4.0, 2)}


def exchange(shape, a, n):
    """Exchange factors for n equal wall cells (first at mouth) and bottom."""
    ratio, power = SHAPES[shape]
    h = a / n
    u = h * np.arange(n + 1)
    view = (1.0 / (u + np.sqrt(1.0 + u * u))) ** power
    wall = np.empty(n)
    wall[0] = 1.0 - 2.0 * (1.0 - view[1]) / (ratio * h)
    wall[1:] = (view[:-2] - 2.0 * view[1:-1] + view[2:]) / (ratio * h)
    drop = view[:-1] - view[1:]
    bottom_to_wall = drop[::-1]
    return (wall, bottom_to_wall / (ratio * h), bottom_to_wall,
            drop / (ratio * h), view[-1])


def hits_to_escape(shape, a, h=0.1):
    """Largest mean hit number, its height above the bottom, bottom value."""
    n = int(round(a / h))
    wall, wall_to_bottom, bottom_to_wall, _, _ = exchange(shape, a, n)
    column = -wall
    column[0] += 1.0
    rhs = np.column_stack((np.ones(n), wall_to_bottom))
    sol = solve_toeplitz(column, rhs)
    visits_bottom = ((1.0 + bottom_to_wall @ sol[:, 0])
                     / (1.0 - bottom_to_wall @ sol[:, 1]))
    visits_wall = sol[:, 0] + sol[:, 1] * visits_bottom
    worst = int(np.argmax(visits_wall))
    if visits_bottom >= visits_wall[worst]:
        return visits_bottom - 1.0, 0.0, visits_bottom - 1.0
    height = a - (worst + 0.5) * a / n
    return visits_wall[worst] - 1.0, height, visits_bottom - 1.0


def kinetic_exposure(a, s, eps, h, step):
    """Time-step the adsorption kinetics until every surface is covered."""
    n = int(round(a / h))
    wall, w2b, b2w, w2m, b2m = exchange("trench", a, n)
    matrix = np.zeros((n + 1, n + 1))
    matrix[:n, :n] = toeplitz(wall)
    matrix[:n, n] = w2b
    matrix[n, :n] = b2w
    source = np.append(w2m, b2m)
    identity = np.eye(n + 1)

    def flux(bare):
        return np.linalg.solve(identity - matrix * (1.0 - s * bare), source)

    bare = np.ones(n + 1)
    dose = 0.0
    while True:
        middle = bare * np.exp(-0.5 * s * step * flux(bare))
        new = bare * np.exp(-s * step * flux(middle))
        last = int(np.argmax(new))
        if new[last] <= eps:
            part = np.log(bare[last] / eps) / np.log(bare[last] / new[last])
            return dose + part * step
        bare = new
        dose += step


def random_flights(a, molecules, seed, start_height):
    """Count wall hits of molecules released at a height (0: on the bottom)."""
    rng = np.random.default_rng(seed)
    hits = np.zeros(molecules)
    label = np.arange(molecules)
    height = np.full(molecules, float(start_height))
    across = rng.random(molecules)
    at_bottom = np.full(molecules, start_height == 0.0)
    while label.size:
        sine = rng.uniform(-1.0, 1.0, label.size)
        slope = sine / np.sqrt(1.0 - sine * sine)
        side = np.where(slope > 0, 1.0 - across, across)
        new = np.where(at_bottom, side / np.abs(slope), height + slope)
        lands_low = (~at_bottom) & (new < 0.0)
        new_across = np.where(lands_low, height / np.abs(slope), 0.0)
        keep = new <= a
        label = label[keep]
        hits[label] += 1
        height = np.maximum(new[keep], 0.0)
        across = new_across[keep]
        at_bottom = lands_low[keep]
    return hits.mean(), hits.std() / np.sqrt(molecules)


def rectangle_variance(y):
    """Closed form of the mean squared axial hop, section 1 by y."""
    bracket = (np.arcsinh(y) + y * np.arcsinh(1.0 / y)
               + (1.0 + y**3 - (1.0 + y * y) ** 1.5) / (3.0 * y))
    return y * bracket / (1.0 + y)


def rectangle_variance_direct(y, n=1500):
    """The same average, summed over emission points and directions."""
    phi = (np.arange(n) + 0.5) * (0.5 * np.pi / n)

    def one_wall(length, gap):
        corner = ((np.arange(n) + 0.5) * length / n)[:, None]
        chord = np.minimum(gap / np.cos(phi), corner / np.sin(phi))
        return np.mean(chord**2 * np.cos(phi)) * 0.5 * np.pi

    return (y * one_wall(y, 1.0) + one_wall(1.0, y)) / (1.0 + y)


# ---- hop variances -------------------------------------------------------
print("Mean squared axial hop, units of width^2 (or diameter^2)")
for y in (1.0, 4.0, 40.0):
    formula, direct = rectangle_variance(y), rectangle_variance_direct(y)
    assert abs(formula / direct - 1.0) < 3e-3
    print(f" rectangle length/width {y:4.0f}: formula {formula:.4f},"
          f" direct {direct:.4f}")
hole_variance = quad(lambda p: 0.5 * np.cos(p) ** 3, -np.pi / 2, np.pi / 2)[0]
print(f" round hole, direct: {hole_variance:.4f}")
cut = 40.0
cut_direct = quad(lambda z: z * z * (1 + z * z) ** -1.5, 0, cut, limit=200)[0]
cut_formula = np.arcsinh(cut) - cut / np.sqrt(1 + cut * cut)
assert abs(cut_direct - cut_formula) < 1e-6
print(f" endless trench, hops cut at 40 widths: {cut_formula:.4f}")

# ---- limiting laws -------------------------------------------------------
g100 = hits_to_escape("hole", 100.0)[0]
g200 = hits_to_escape("hole", 200.0)[0]
square_coefficient = (g200 - 2.0 * g100) / (2.0 * 100.0**2)
assert abs(square_coefficient * hole_variance - 1.0) < 0.01
print(f"Round hole: G(100) = {g100:.0f}, G(200) = {g200:.0f}")
print(f" coefficient of a^2: {square_coefficient:.4f},"
      f" 1/variance: {1 / hole_variance:.4f}")
g500 = hits_to_escape("trench", 500.0, 0.25)[0]
g2000 = hits_to_escape("trench", 2000.0, 0.25)[0]
log_slope = (2000.0**2 / g2000 - 500.0**2 / g500) / np.log(4.0)
assert abs(log_slope - 1.0) < 0.1
print(f"Endless trench: a^2/G = {500**2 / g500:.3f} at a=500,"
      f" {2000**2 / g2000:.3f} at a=2000")
print(f" slope of a^2/G against ln a: {log_slope:.3f}"
      " (log law 1, pure square law 0)")

# ---- table for the endless trench ----------------------------------------
print("Endless trench: a, G, G/a^2, local exponent, (3a^2/8)/G")
exponents = []
for a in (5.0, 10.0, 20.0, 40.0, 80.0, 160.0):
    g = hits_to_escape("trench", a)[0]
    up = hits_to_escape("trench", 1.1 * a)[0]
    down = hits_to_escape("trench", 0.9 * a)[0]
    exponents.append(np.log(up / down) / np.log(1.1 / 0.9))
    print(f" {a:4.0f} {g:9.2f} {g / a**2:7.4f} {exponents[-1]:6.3f}"
          f" {0.375 * a * a / g:6.3f}")
assert all(x < 2.0 for x in exponents)

# ---- worked example: rough, round process values --------------------------
width, depth, length = 25e-9, 1000e-9, 50e-6
temperature, sticking, eps = 523.0, 0.1, 0.01
site_density = 2.0e18
pressure, carrier_pressure = 0.01 * const.torr, 1.0 * const.torr
film, molecule_size, collision_diameter = 2e-9, 0.9e-9, 0.65e-9
molar_mass = 180.948 + 5 * (14.007 + 2 * 12.011 + 6 * 1.008)
mass = molar_mass * const.atomic_mass
kT = const.k * temperature
a = depth / width
g_worst, worst_height, g_bottom = hits_to_escape("trench", a)
direct_escape = exchange("trench", a, 400)[4]
print(f"Example a = {a:.0f}: G = {g_worst:.1f}, found"
      f" {worst_height:.2f} widths above the bottom")
print(f" from the bottom itself: {g_bottom:.1f} hits,"
      f" direct escape chance {100 * direct_escape:.2f} %")

# independent flights, from the bottom and from the worst wall position
fly_bottom, err_bottom = random_flights(a, 40000, 7, 0.0)
fly_worst, err_worst = random_flights(a, 40000, 11, worst_height)
assert abs(fly_bottom / g_bottom - 1.0) < 0.02
assert abs(fly_worst / g_worst - 1.0) < 0.02
assert fly_worst > fly_bottom
print(f" random flights: worst wall {fly_worst:.1f} +- {err_worst:.1f},"
      f" bottom {fly_bottom:.1f} +- {err_bottom:.1f}")

# the factor 0.002 allows for the finite time step of the kinetics
for a_test, s_test, step in ((20.0, 1.0, 0.1), (a, sticking, 0.5)):
    g_test = hits_to_escape("trench", a_test, 0.25)[0]
    flat = np.log(1 / eps) / s_test
    e_kin = kinetic_exposure(a_test, s_test, eps, 0.25, step)
    assert e_kin < (flat + g_test) * 1.002
    assert e_kin > (flat + (1 - eps) * g_test) * 0.998
    print(f" kinetics a={a_test:.0f}, s={s_test:.1f}: E = {e_kin:.1f},"
          f" bounds {flat + (1 - eps) * g_test:.1f}"
          f" and {flat + g_test:.1f}")

flat = np.log(1 / eps) / sticking
exposure = flat + g_worst
dose_unit = site_density * np.sqrt(2 * np.pi * mass * kT)
dose = dose_unit * exposure
speed = np.sqrt(8 * kT / (np.pi * mass))
print(f"Inputs: width {width * 1e9:.0f} nm, depth {depth * 1e9:.0f} nm,"
      f" length {length * 1e9:.0f} nm")
print(f" T {temperature:.0f} K, s {sticking}, bare fraction {eps},"
      f" K {site_density * 1e-18:.1f} nm^-2")
print(f" molar mass {molar_mass:.1f} g/mol, mean speed {speed:.0f} m/s")
print(f" precursor {pressure / const.torr:.2f} Torr,"
      f" nitrogen carrier {carrier_pressure / const.torr:.1f} Torr")
print(f"Flat-surface term {flat:.1f}, total E {exposure:.1f},"
      f" share of G {100 * g_worst / exposure:.1f} %")
print(f" sticking at which both terms are equal:"
      f" {np.log(1 / eps) / g_worst:.4f}")
print(f" exposure per unit E: {dose_unit / const.torr:.3e} Torr s")
print(f" flat-surface exposure: {dose_unit * flat / const.torr:.3e} Torr s")
print(f" trench exposure: {dose / const.torr:.3e} Torr s"
      f" = {dose:.3e} Pa s")
print(f" pulse time: {dose / pressure * 1e3:.1f} ms")

# ---- size of neglected effects --------------------------------------------
print("Neglected effects")
for name, lost in (("film on both walls", 2 * film),
                   ("molecular size", molecule_size)):
    a_new = depth / (width - lost)
    e_new = flat + hits_to_escape("trench", a_new)[0]
    print(f" {name}, width less {lost * 1e9:.1f} nm: a {a_new:.1f},"
          f" exposure {100 * (e_new / exposure - 1):+.1f} %")
carrier_mass = 28.014 * const.atomic_mass
free_path = kT / (carrier_pressure * np.pi * collision_diameter**2
                  * np.sqrt(1 + mass / carrier_mass))
stored = (pressure / kT) * width * depth / (
    site_density * (2 * depth + width))
fill_time = g_worst * (4 * width * depth / (2 * depth + width)) / speed
print(f" collision diameter {collision_diameter * 1e9:.2f} nm,"
      f" free path {free_path * 1e9:.0f} nm")
print(f" free path/width {free_path / width:.0f},"
      f" depth/free path {depth / free_path:.3f}")
print(f" gas stored in trench / adsorbed amount: {stored:.1e}")
print(f" filling time about {fill_time * 1e3:.1e} ms")
print(f" part of line within one depth of an end:"
      f" {100 * 2 * depth / length:.1f} %")
assert free_path > depth and stored < 1e-3 and fill_time < dose / pressure
print("all tests passed")
```

It prints:

```
Mean squared axial hop, units of width^2 (or diameter^2)
 rectangle length/width    1: formula 0.7433, direct 0.7433
 rectangle length/width    4: formula 2.1281, direct 2.1281
 rectangle length/width   40: formula 4.7711, direct 4.7710
 round hole, direct: 0.6667
 endless trench, hops cut at 40 widths: 3.3825
Round hole: G(100) = 15490, G(200) = 60978
 coefficient of a^2: 1.4999, 1/variance: 1.5000
Endless trench: a^2/G = 6.291 at a=500, 7.716 at a=2000
 slope of a^2/G against ln a: 1.028 (log law 1, pure square law 0)
Endless trench: a, G, G/a^2, local exponent, (3a^2/8)/G
    5     17.36  0.6943  1.381  0.540
   10     47.48  0.4748  1.515  0.790
   20    140.98  0.3525  1.619  1.064
   40    445.49  0.2784  1.696  1.347
   80   1473.15  0.2302  1.751  1.629
  160   5032.81  0.1966  1.791  1.907
Example a = 40: G = 445.5, found 4.25 widths above the bottom
 from the bottom itself: 433.3 hits, direct escape chance 1.25 %
 random flights: worst wall 446.8 +- 1.9, bottom 431.0 +- 1.9
 kinetics a=20, s=1.0: E = 144.9, bounds 143.8 and 145.2
 kinetics a=40, s=0.1: E = 489.0, bounds 486.1 and 490.6
Inputs: width 25 nm, depth 1000 nm, length 50000 nm
 T 523 K, s 0.1, bare fraction 0.01, K 2.0 nm^-2
 molar mass 401.3 g/mol, mean speed 166 m/s
 precursor 0.01 Torr, nitrogen carrier 1.0 Torr
Flat-surface term 46.1, total E 491.5, share of G 90.6 %
 sticking at which both terms are equal: 0.0103
 exposure per unit E: 2.608e-06 Torr s
 flat-surface exposure: 1.201e-04 Torr s
 trench exposure: 1.282e-03 Torr s = 1.709e-01 Pa s
 pulse time: 128.2 ms
Neglected effects
 film on both walls, width less 4.0 nm: a 47.6, exposure +31.4 %
 molecular size, width less 0.9 nm: a 41.5, exposure +5.8 %
 collision diameter 0.65 nm, free path 10423 nm
 free path/width 417, depth/free path 0.096
 gas stored in trench / adsorbed amount: 1.1e-06
 filling time about 1.3e-04 ms
 part of line within one depth of an end: 4.0 %
all tests passed
```
